# Which Static Multipole Moments a Spinning Nucleus Can Have: a numerical check

```python
# Result under test: an isolated nuclear level of spin I has static electric
# moments E_k only for even k, magnetic moments M_k only for odd k, and k <= 2I.
# Either parity P or time reversal T alone is enough for the even/odd rule.
# S_k = r^k P_k(cos theta); E_k = <S_k>;
# M_k = <grad S_k . (2 g_l l/(k+1) + g_s s)> in nuclear magnetons, state M = I.
# Orbitals are harmonic-oscillator functions (n = radial nodes, l) of length b.
# Internal lengths are in units of b; l and s are in units of hbar.
import numpy as np
import sympy as sp
from math import factorial
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.special import lpmv, eval_genlaguerre

KMAX = 9
b_fm = 2.3
g_l = 1.0
g_s = 2 * physical_constants['proton mag. mom. to nuclear magneton ratio'][0]

# ---- solid harmonics and the vector potential of the field grad S_k ----
x, y, z = sp.symbols('x y z', real=True)
coords = (x, y, z)
S = [sp.Integer(1), z]
for k in range(1, KMAX):
    S.append(sp.expand(((2*k + 1)*z*S[k] - k*(x*x + y*y + z*z)*S[k-1])/(k + 1)))
grad = [[sp.diff(f, c) for c in coords] for f in S]
for k in range(1, KMAX + 1):
    F = grad[k]
    A = [-(y*F[2] - z*F[1])/(k + 1), -(z*F[0] - x*F[2])/(k + 1),
         -(x*F[1] - y*F[0])/(k + 1)]
    curl = [sp.diff(A[2], y) - sp.diff(A[1], z),
            sp.diff(A[0], z) - sp.diff(A[2], x),
            sp.diff(A[1], x) - sp.diff(A[0], y)]
    assert all(sp.expand(curl[i] - F[i]) == 0 for i in range(3))

# ---- orbital basis, angular and radial quadrature ----
orbitals = [(0, 3), (1, 3), (0, 4), (1, 4)]
orb_states = [(o, m) for o, (n, l) in enumerate(orbitals)
              for m in range(-l, l + 1)]
index = {state: i for i, state in enumerate(orb_states)}
orb_of = np.array([o for o, m in orb_states])
n_orb = len(orb_states)

nodes, node_w = np.polynomial.legendre.leggauss(24)
n_phi = 32
phi = 2*np.pi*np.arange(n_phi)/n_phi
C, PHI = [a.ravel() for a in np.meshgrid(nodes, phi, indexing='ij')]
W_ang = np.repeat(node_w, n_phi)*2*np.pi/n_phi
sin_t = np.sqrt(1 - C**2)
points = (sin_t*np.cos(PHI), sin_t*np.sin(PHI), C)


def sph(l, m):
    a = abs(m)
    norm = np.sqrt((2*l + 1)/(4*np.pi)*factorial(l - a)/factorial(l + a))
    val = norm*lpmv(a, l, C)*np.exp(1j*a*PHI)
    return val if m >= 0 else (-1)**a*val.conj()


Y = np.array([sph(orbitals[o][1], m) for o, m in orb_states])
r, r_w = np.polynomial.legendre.leggauss(200)
r, r_w = 6*(r + 1), 6*r_w
R = np.array([r**l*np.exp(-r*r/2)*eval_genlaguerre(n, l + 0.5, r*r)
              for n, l in orbitals])
R /= np.sqrt((R**2*r*r*r_w).sum(axis=1))[:, None]


def radial(power):
    return (R*r_w*r**(2 + power)) @ R.T


def orbital_matrix(expression, power):
    f = sp.lambdify(coords, expression, 'numpy')(*points) + 0*C
    angular = (Y.conj()*W_ang*f) @ Y.T
    return angular*radial(power)[np.ix_(orb_of, orb_of)]


assert np.allclose(orbital_matrix(sp.Integer(1), 0)[:7, :7], np.eye(7))

# ---- angular momentum, parity, time reversal in the product basis ----
Lp = np.zeros((n_orb, n_orb))
T_orb = np.zeros((n_orb, n_orb))
for (o, m), i in index.items():
    l = orbitals[o][1]
    if m < l:
        Lp[index[(o, m + 1)], i] = np.sqrt(l*(l + 1) - m*(m + 1))
    T_orb[index[(o, -m)], i] = (-1)**abs(m)
Lz = np.diag([float(m) for o, m in orb_states])
L = [(Lp + Lp.T)/2, (Lp - Lp.T)/2j, Lz]
s = [np.array([[0, 1], [1, 0]])/2, np.array([[0, -1j], [1j, 0]])/2,
     np.diag([0.5, -0.5])]
one_s, one_o = np.eye(2), np.eye(n_orb)
J = [np.kron(L[i], one_s) + np.kron(one_o, s[i]) for i in range(3)]
J2 = sum(a @ a for a in J).real
Jz = J[2].real
J_minus = (J[0] - 1j*J[1]).real
U = np.kron(T_orb, np.array([[0, -1], [1, 0]]))   # T psi = U psi*
P = np.kron(np.diag([(-1.0)**orbitals[o][1] for o in orb_of]), one_s)

# ---- multipole operators from their definitions ----
E, M = [], []
for k in range(KMAX + 1):
    E.append(np.kron(orbital_matrix(S[k], k), one_s))
    op = np.zeros((2*n_orb, 2*n_orb), complex)
    if k > 0:
        for i in range(3):
            G = orbital_matrix(grad[k][i], k - 1)
            op += 2*g_l/(k + 1)*np.kron(G @ L[i], one_s)
            op += g_s*np.kron(G, s[i])
    M.append(op)
norm_E = [np.linalg.norm(a, 2) for a in E]
norm_M = [np.linalg.norm(a, 2) for a in M]
for k in range(KMAX + 1):
    for op, size, par, tau in ((E[k], norm_E[k], (-1)**k, 1),
                               (M[k], norm_M[k], (-1)**(k + 1), -1)):
        tol = 1e-10*max(size, 1.0)
        if k == 9 and tau == 1:
            continue      # S_9 has no matrix elements between l <= 4 orbitals
        assert np.abs(op - op.conj().T).max() < tol
        assert np.abs(P @ op @ P - par*op).max() < tol
        assert np.abs(U @ op.conj() @ U.T - tau*op).max() < tol


def multiplet(o, j):
    """Columns |j,M>, M = j ... -j, of one orbital."""
    in_o = np.repeat(orb_of == o, 2)
    idx = np.where(in_o & (np.abs(np.diag(Jz) - j) < 1e-9))[0]
    val, vec = np.linalg.eigh(J2[np.ix_(idx, idx)])
    pick = np.argmin(np.abs(val - j*(j + 1)))
    assert abs(val[pick] - j*(j + 1)) < 1e-9
    v = np.zeros(2*n_orb)
    v[idx] = vec[:, pick]
    cols = [v]
    for _ in range(int(round(2*j))):
        v = J_minus @ v
        v = v/np.linalg.norm(v)
        cols.append(v)
    return np.array(cols).T


def mean(op, v):
    return (v.conj() @ op @ v).real


# ---- spin-operator algebra: which ranks exist, and their sign under T ----
print("Allowed moments from spin algebra (E electric, M magnetic):")
for two_I in (0, 1, 2, 3, 5, 7):
    I = two_I/2
    d = two_I + 1
    m_val = I - np.arange(d)
    Ip = np.diag(np.sqrt(I*(I + 1) - m_val[1:]*(m_val[1:] + 1)), 1)
    Im = Ip.T
    rot = expm(-1j*np.pi*(Ip - Im)/2j)
    labels, all_ops = [], []
    for k in range(two_I + 3):
        t = np.linalg.matrix_power(Ip, k)
        exists = np.abs(t).max() > 1e-9
        assert exists == (k <= two_I)
        if not exists:
            continue
        for q in range(k, -k - 1, -1):
            t = t/np.linalg.norm(t)
            all_ops.append(t.ravel())
            if q == 0:
                sign = np.sum(t*(rot @ t.conj() @ rot.conj().T)).real
                assert abs(sign - (-1)**k) < 1e-9
                labels.append(('E' if sign > 0 else 'M') + str(k))
            t = Im @ t - t @ Im
    rank = np.linalg.matrix_rank(np.array(all_ops), tol=1e-8)
    assert rank == d*d == len(all_ops)
    print(f"  I = {sp.Rational(two_I, 2)}: {' '.join(labels)}"
          f"  ({rank} independent operators)")

# ---- random rotationally invariant Hamiltonians for j = 7/2 ----
V = [multiplet(o, 3.5) for o in range(4)]
B = np.hstack(V)
Us, Ps = B.T @ U @ B, B.T @ P @ B
rng = np.random.default_rng(7)
h = rng.normal(size=(4, 4)) + 1j*rng.normal(size=(4, 4))
H_random = np.kron(h + h.conj().T, np.eye(8))
print("Forbidden moments, ranks 1-7, I = 7/2 (relative to operator norm):")
for keep_P in (True, False):
    for keep_T in (True, False):
        H = H_random
        if keep_P:
            H = (H + Ps @ H @ Ps)/2
        if keep_T:
            H = (H + Us @ H.conj() @ Us.T)/2
        val, vec = np.linalg.eigh(H)
        assert val[7] - val[0] < 1e-9 and val[8] - val[7] > 1e-3
        X = B @ vec[:, :8]
        top = X @ np.linalg.eigh(X.conj().T @ Jz @ X)[1][:, -1]
        assert abs(mean(Jz, top) - 3.5) < 1e-9
        bad = [abs(mean(E[k], top))/norm_E[k] for k in (1, 3, 5, 7)]
        bad += [abs(mean(M[k], top))/norm_M[k] for k in (2, 4, 6)]
        if keep_P or keep_T:
            assert max(bad) < 1e-10
        else:
            assert min(bad) > 1e-6
        for op, size in ((E[8], norm_E[8]), (M[8], norm_M[8]),
                         (M[9], norm_M[9])):
            assert size > 1e-3
            assert np.abs(X.conj().T @ op @ X).max() < 1e-10*size
        print(f"  P {'kept  ' if keep_P else 'broken'}"
              f" T {'kept  ' if keep_T else 'broken'}:"
              f" smallest {min(bad):.1e}, largest {max(bad):.1e}")

# ---- control: j = 9/2 in the same l = 4 orbital does allow rank 8 and 9 ----
g9, g7, f7 = multiplet(2, 4.5), V[2], V[0]
e8_9 = abs(mean(E[8], g9[:, 0]))/norm_E[8]
e8_7 = np.abs(g7.T @ E[8] @ g7).max()/norm_E[8]
m9_9 = abs(mean(M[9], g9[:, 0]))/norm_M[9]
assert e8_9 > 1e-7 and m9_9 > 1e-7 and e8_7 < 1e-10
print("Rank limit, same g orbital (relative to operator norm):")
print(f"  E8 in g9/2: {e8_9:.2e}; E8 in g7/2: {e8_7:.1e}")
print(f"  M9 in g9/2: {m9_9:.2e}")

# ---- pear-shaped superposition of opposite-parity states ----
print("One proton in (f7/2 + phase*g7/2)/sqrt(2), M = 7/2:")
for name, phase in (("1", 1), ("i", 1j)):
    v = (f7[:, 0] + phase*g7[:, 0])/np.sqrt(2)
    e1, e3 = abs(mean(E[1], v))*b_fm, abs(mean(E[3], v))*b_fm**3
    assert (min(e1, e3) > 1e-3) if phase == 1 else (max(e1, e3) < 1e-9)
    print(f"  phase {name}: |E1| = {e1:.4f} e fm, |E3| = {e3:.3f} e fm^3")

# ---- lanthanum-139: seven protons in g7/2 outside closed shells ----
Z_La, Z_core = 57, 50
n_val = Z_La - Z_core
assert n_val == g7.shape[1] - 1
M_total = sum(mean(Jz, g7[:, i]) for i in range(n_val))
assert abs(M_total - 3.5) < 1e-9
print("La-139 shell model: seven protons in g7/2")
print(f"  oscillator length b = {b_fm} fm; g_l = {g_l:.0f}; g_s = {g_s:.4f}")
print(f"  valence protons = {n_val}; total M of top state = {M_total:.1f}")
r2 = radial(2)[2, 2]*b_fm**2
print(f"  <r^2> of the g orbital = {r2:.3f} fm^2")
print("  values below 1e-10 of the operator norm are shown as 0")
print("  k | E_k one proton, seven+core (e fm^k) |"
      " M_k one, seven (mu_N fm^(k-1))")


def seven(op, hole):
    return sum(mean(op, g7[:, i]) for i in range(8) if i != hole)


def clean(value, size, unit):
    return 0.0 if abs(value) <= 1e-10*size else value*unit


for k in range(KMAX):
    ue, um = b_fm**k, b_fm**(k - 1)
    e_one, m_one = mean(E[k], g7[:, 0]), mean(M[k], g7[:, 0])
    e_sev, m_sev = seven(E[k], 7), seven(M[k], 7)
    te, tm = 1e-10*norm_E[k], 1e-10*max(norm_M[k], 1e-3)
    if k > 0:
        assert abs(e_sev + (-1)**k*e_one) < te
        assert abs(m_sev + (-1)**k*m_one) < tm
    for hole in range(8):
        assert abs(seven(E[k], hole) - (-1)**k*seven(E[k], 7 - hole)) < te
        assert abs(seven(M[k], hole) - (-1)**k*seven(M[k], 7 - hole)) < tm
    assert (abs(e_sev) > te) == (k % 2 == 0 and k <= 7)
    assert (abs(m_sev) > tm) == (k % 2 == 1 and k <= 7)
    if k == 0:
        e_sev += Z_core
    print(f"  {k} | {clean(e_one, norm_E[k], ue):.5g},"
          f" {clean(e_sev, norm_E[k], ue):.5g} |"
          f" {clean(m_one, norm_M[k], um):.5g},"
          f" {clean(m_sev, norm_M[k], um):.5g}")

j, l = 3.5, 4
mu = seven(M[1], 7)
Q = 2*seven(E[2], 7)*b_fm**2
assert abs(mu - j*(g_l - (g_s - g_l)/(2*l + 1))) < 1e-9
assert abs(r2 - 5.5*b_fm**2) < 1e-8
assert abs(Q - (2*j - 1)/(2*j + 2)*5.5*b_fm**2) < 1e-8
print(f"  magnetic dipole moment mu = {mu:.4f} mu_N")
print(f"  quadrupole moment Q = 2 E_2 = {Q:.3f} fm^2 = {Q/100:.4f} barn")
print("verified")
```

Running it gives:

```
Allowed moments from spin algebra (E electric, M magnetic):
  I = 0: E0  (1 independent operators)
  I = 1/2: E0 M1  (4 independent operators)
  I = 1: E0 M1 E2  (9 independent operators)
  I = 3/2: E0 M1 E2 M3  (16 independent operators)
  I = 5/2: E0 M1 E2 M3 E4 M5  (36 independent operators)
  I = 7/2: E0 M1 E2 M3 E4 M5 E6 M7  (64 independent operators)
Forbidden moments, ranks 1-7, I = 7/2 (relative to operator norm):
  P kept   T kept  : smallest 2.0e-17, largest 3.6e-16
  P kept   T broken: smallest 1.8e-17, largest 3.3e-16
  P broken T kept  : smallest 4.0e-18, largest 1.9e-16
  P broken T broken: smallest 5.4e-04, largest 5.1e-02
Rank limit, same g orbital (relative to operator norm):
  E8 in g9/2: 2.69e-03; E8 in g7/2: 5.0e-15
  M9 in g9/2: 1.49e-03
One proton in (f7/2 + phase*g7/2)/sqrt(2), M = 7/2:
  phase 1: |E1| = 0.5421 e fm, |E3| = 12.905 e fm^3
  phase i: |E1| = 0.0000 e fm, |E3| = 0.000 e fm^3
La-139 shell model: seven protons in g7/2
  oscillator length b = 2.3 fm; g_l = 1; g_s = 5.5857
  valence protons = 7; total M of top state = 3.5
  <r^2> of the g orbital = 29.095 fm^2
  values below 1e-10 of the operator norm are shown as 0
  k | E_k one proton, seven+core (e fm^k) | M_k one, seven (mu_N fm^(k-1))
  0 | 1, 57 | 0, 0
  1 | 0, 0 | 1.7167, 1.7167
  2 | -9.6983, 9.6983 | 0, 0
  3 | 0, 0 | -2.7396, -2.7396
  4 | 90.948, -90.948 | 0, 0
  5 | 0, 0 | -48.222, -48.222
  6 | -462.61, 462.61 | 0, 0
  7 | 0, 0 | 171.16, 171.16
  8 | 0, 0 | 0, 0
  magnetic dipole moment mu = 1.7167 mu_N
  quadrupole moment Q = 2 E_2 = 19.397 fm^2 = 0.1940 barn
verified
```
